# Thermal mismatch stress in a silicide film cooled on its substrate

## Problem

A continuous silicide film forms on a thick semiconductor wafer at $T_0=900$ K and is then cooled to $T_1=300$ K. The film sticks to the wafer everywhere. The parameters are round model values and do not describe a particular silicide.

- Film: Young modulus $E=0.900$ eV/Å$^3$, Poisson ratio $\nu=0.25$, thickness $h_f=500$ Å.
- Wafer: biaxial modulus $M_s=1.25$ eV/Å$^3$ (the ratio of stress to strain when both in-plane strains are equal), thickness $h_s=5.0\times10^6$ Å.
- Linear expansion coefficients, which vary linearly with temperature between the two values given:

| | at 300 K (1/K) | at 900 K (1/K) |
|---|---|---|
| film, $\alpha_f$ | $12.0\times10^{-6}$ | $14.4\times10^{-6}$ |
| wafer, $\alpha_s$ | $3.0\times10^{-6}$ | $4.2\times10^{-6}$ |

At $T_0$ the film is not free of stress. Mark a region of the interface. Let $L_s$ be its length on the unstressed wafer, and $L_f$ the length that the same piece of film would have if it were detached and free of stress. The elastic mismatch strain of the film is

$$e=\frac{L_s-L_f}{L_f},$$

and its value at $T_0$ is $e_0=-0.0012$, the same in both in-plane directions. Strain and stress are counted positive in tension. The negative $e_0$ means that the free film would be longer than the place available to it, so the wafer compresses it.

Find:

1. the film stress at $T_1$, with its sign;
2. the temperature at which the stress vanishes during cooling;
3. the stress obtained if the factor $1-\nu$ is left out, and the situation to which that value would belong;
4. the size of the errors made by adding the strains to first order and by treating the wafer as rigid.

The film is taken as elastically isotropic, with constant $E$ and $\nu$. Below $T_0$ it does not flow, crack, react further or slide, and the point considered is far from any film edge.

## First estimate by scaling

A strain caused by differential expansion is of the order of the expansion difference times the temperature change, and a stress is of the order of a modulus times a strain. With an expansion difference of roughly $10^{-5}$ per kelvin,

$$|\sigma|\sim E\,|\Delta\alpha|\,(T_0-T_1)\approx 0.9\times10^{-5}\times600 = 5.4\times10^{-3}\ \text{eV/Å}^3 .$$

The sign follows from the geometry. On cooling, the film tries to shrink more than the wafer. The wafer prevents this and holds the film stretched, so the thermal part of the stress is tensile. The estimate ignores the initial strain $e_0$ and all factors of order one.

## Solution

### Strain from the two lengths

The expansion coefficient is defined by $dL/dT=\alpha L$, or $d\ln L/dT=\alpha$. Integrating from $T_0$ down to $T_1$ gives, for the free film and for the wafer,

$$L_f(T_1)=L_f(T_0)\,e^{-\int_{T_1}^{T_0}\alpha_f\,dT},\qquad
L_s(T_1)=L_s(T_0)\,e^{-\int_{T_1}^{T_0}\alpha_s\,dT}.$$

The minus signs express shrinkage on cooling. Since $1+e=L_s/L_f$, dividing the second equation by the first yields

$$1+e(T_1)=(1+e_0)\,e^{I},\qquad I=\int_{T_1}^{T_0}(\alpha_f-\alpha_s)\,dT .$$

The film coefficient has the positive sign because the film length stands in the denominator. Expanding the exponential,

$$e(T_1)=e_0+I+\left(e_0I+\tfrac12I^2\right)+\dots$$

To first order the strain is therefore $e=e_0+I$.

For the integral, write $\alpha_f-\alpha_s=\Delta_1+s\,(T-T_1)$, where $\Delta_1$ is the difference at $T_1$ and $s$ its slope. Let $D=\Delta_1+s(T_0-T_1)$ be the difference at $T_0$. Then

$$I=\Delta_1(T_0-T_1)+\tfrac12 s(T_0-T_1)^2=\tfrac12(\Delta_1+D)(T_0-T_1).$$

This is the difference of the mean coefficients times the temperature drop:

$$I=(13.2-3.6)\times10^{-6}\times600=+0.00576,$$

$$e=-0.00120+0.00576=+0.00456 .$$

The film ends up stretched.

### Stress from the strain

The formulas below hold in any consistent set of units, including atomic units, where stress is in hartree per cubic bohr. Let $x$ and $y$ lie in the film plane and $z$ along its normal. Hooke's law for an isotropic solid reads

$$e_x=\frac{\sigma_x-\nu\sigma_y-\nu\sigma_z}{E},\qquad
e_z=\frac{\sigma_z-\nu\sigma_x-\nu\sigma_y}{E},$$

with the corresponding equation for $e_y$. Nothing presses on the top face, so $\sigma_z=0$ there. Far from the edges the in-plane stress is uniform, no shear stress is needed to balance it, and $\sigma_z$ remains zero through the thickness.

The wafer imposes $e_x=e_y=e$. Subtracting the equation for $e_y$ from that for $e_x$ gives $0=(1+\nu)(\sigma_x-\sigma_y)/E$, hence $\sigma_x=\sigma_y=\sigma$. Inserting this in the first equation,

$$e=\frac{\sigma-\nu\sigma}{E}=\frac{(1-\nu)\,\sigma}{E}
\quad\Longrightarrow\quad \sigma=M e,\qquad M=\frac{E}{1-\nu}.$$

The denominator has a direct meaning. Tension along $y$ tends to contract the film along $x$ by $\nu\sigma/E$. To keep the imposed strain along $x$ in spite of this, the stress along $x$ must be larger than $Ee$. Combining both results,

$$\boxed{\;\sigma(T_1)=\frac{E}{1-\nu}\left[e_0+\int_{T_1}^{T_0}(\alpha_f-\alpha_s)\,dT\right]\;}$$

Here $M=0.900/0.75=1.200$ eV/Å$^3$, and the contributions are

$$\text{initial: }\;1.200\times(-0.00120)=-0.001440\ \text{eV/Å}^3,$$

$$\text{thermal: }\;1.200\times0.00576=+0.006912\ \text{eV/Å}^3,$$

$$\sigma(T_1)=+0.005472\ \text{eV/Å}^3=+0.877\ \text{GPa}.$$

The final stress is tensile, although the film started in compression.

The sign depends on the data. If the expansion coefficients of film and wafer were exchanged, $I$ would be $-0.00576$, the two contributions would add, and the stress would be $1.200\times(-0.00696)=-0.00835$ eV/Å$^3$, a compression. If instead the original film had relaxed completely at $T_0$, so that $e_0=0$, the thermal part alone would remain, and the tension would be $0.006912$ eV/Å$^3$.

### Temperature of zero stress

After cooling by $x$ from $T_0$, the thermal strain is the integral of $D-s(T_0-T)$ from $T_0-x$ to $T_0$, which equals $Dx-\tfrac12sx^2$. The stress vanishes when this cancels $e_0$:

$$Dx-\tfrac12 s x^2=-e_0
\quad\Longrightarrow\quad
x=\frac{D-\sqrt{D^2+2se_0}}{s}.$$

The minus sign before the root selects the solution that goes to zero with $e_0$. The other solution is about $10^4$ K, which exceeds $T_0$ and has no meaning here. With $D=1.02\times10^{-5}$ 1/K and $s=2.0\times10^{-9}$ 1/K$^2$, the result is $x=119$ K, so the stress passes through zero at 781 K. Above this temperature the film is compressed; below it the film is in tension.

### Leaving out the factor $1-\nu$

Without the denominator one finds $Ee=0.900\times0.00456=0.004104$ eV/Å$^3$. This is 25 % below the biaxial stress. The relative shortfall is $1-(1-\nu)=\nu$, whatever the strain.

The lower value belongs to a different object: a strip held at the strain $e$ along its length but free to contract sideways. There $\sigma_y=\sigma_z=0$, and Hooke's law reduces to $\sigma_x=Ee$. A continuous film attached to a wafer in both directions lacks this freedom.

### Thickness change and stored energy

With $\sigma_z=0$, the strain along the normal is

$$e_z=-\frac{2\nu\sigma}{E}=-\frac{2\nu}{1-\nu}\,e=-0.00304 .$$

The stretched film is thinner than it would be without stress. The elastic energy per volume is $\tfrac12(\sigma_xe_x+\sigma_ye_y)=\sigma e=Me^2$; the normal direction contributes nothing because $\sigma_z=0$. Per area of film this is

$$Me^2h_f=1.200\times(0.00456)^2\times500=0.0125\ \text{eV/Å}^2 .$$

A change of morphology, such as the break-up of the film into islands, can release part of this energy. Whether it happens also depends on the surface and interface energies and on the mobility of the atoms, none of which enter this calculation. The energy is even in $e$ and so does not distinguish tension from compression. The sign still matters mechanically: for a crack that runs through the film thickness, perpendicular to the film plane, tension pulls the faces apart, while compression presses them together.

### Size of the neglected corrections

**First-order addition of strains.** The second-order term in the strain is

$$e_0I+\tfrac12I^2=9.7\times10^{-6},$$

or about 0.2 % of the final strain. This figure concerns the strain only. Hooke's law is itself limited to small strains, and its corrections to the stress are of relative order $e$ times a factor that depends on the material; they lie outside the present model with constant $E$ and $\nu$. For common finite-strain laws with the same $E$ and $\nu$ the factor is between 1 and 2 in size and of either sign, which here means 0.5 to 0.8 % of the stress, more than the 0.2 % above. Numerical integration of the two length equations gives a strain of $0.0045697$, in agreement with this correction. It places the zero of stress at 780.9 K instead of 781.0 K.

**Rigid wafer.** The film pulls inward on the wafer with a force per width $N=\sigma h_f=Meh_f$. For $h_f\ll h_s$ this force acts at the top face of the wafer, a distance $h_s/2$ from its middle plane. It has two effects on a wafer that is free to bend, as long as the bow stays small compared with $h_s$.

- Uniform contraction: the strain is $-N/(M_sh_s)$.
- Bending: let the added strain be $\kappa z$, with $z$ now measured from the middle plane. Its moment is $\int M_s\kappa z^2dz=M_s\kappa h_s^3/12$, which must equal $-Nh_s/2$. Hence $\kappa=-6N/(M_sh_s^2)$, and the strain at the top face, $z=h_s/2$, is $-3N/(M_sh_s)$.

The sum is $-4N/(M_sh_s)$. Dividing its magnitude by $e$ gives the fractional loss of film stress to leading order in $h_f/h_s$:

$$\frac{4Mh_f}{M_sh_s}=\frac{4\times1.200\times500}{1.25\times5.0\times10^6}=3.8\times10^{-4}.$$

Minimizing the elastic energy of the two-layer plate, with stretching and bending both allowed, gives $3.839\times10^{-4}$, against $3.840\times10^{-4}$ from the leading-order formula. Both corrections are far smaller than the 25 % at stake in the factor $1-\nu$.

## Comparison of estimate and solution

The scaling estimate, $5.4\times10^{-3}$ eV/Å$^3$, lies within about 1.5 % of the solution, $5.47\times10^{-3}$ eV/Å$^3$. This closeness is a coincidence, as the ratio of the two shows when it is split into its causes:

$$\frac{\sigma_{\rm est}}{\sigma}
=\underbrace{\frac{0.00600}{0.00576}}_{\text{rounded }\Delta\alpha}
\times\underbrace{\frac{0.00576}{0.00456}}_{e_0\text{ ignored}}
\times\underbrace{(1-\nu)}_{\text{denominator ignored}}
\approx1.04\times1.26\times0.75\approx0.99 .$$

Ignoring the initial compression raises the estimate by 26 %, and ignoring the denominator lowers it by 25 %. For a film with $e_0=0$ the first of these errors disappears and the second remains: the same estimate would then be 22 % below the true $6.91\times10^{-3}$ eV/Å$^3$. At the start of cooling the estimate gives zero, whereas the film is under a compression of $1.44\times10^{-3}$ eV/Å$^3$. Scaling thus supplies the order of magnitude and the sign of the thermal part, but the sign of the total stress requires $e_0$ as well.

The solution itself fails if the film flows plastically during cooling, because the stress-free length $L_f$ then changes for reasons other than thermal expansion. If flow removes all stress at some lower temperature and stops there, the boxed formula applies again with that temperature in place of $T_0$ and with $e_0=0$. The formula also fails near a film edge or a crack, where the film can relax sideways and its strain is no longer the one imposed by the wafer. The loss is largest within a few film thicknesses but dies away slowly. The force $N$ released at the edge strains the wafer surface, and at a large distance $x$ the stress normal to the edge is lower by a fraction of about $(2/\pi)(E_f'/E_s')\,h_f/x$, where $E'=E/(1-\nu^2)$ for each material. For moduli as similar as those used here the loss is about 7 % at ten film thicknesses and about 1 % at fifty, so lines and islands some tens of thicknesses wide are partly relaxed even at their centre. The values used here are collected in the numerical output.

## Computed results

```
Film Young modulus E = 0.900 eV/angstrom^3
Film Poisson ratio nu = 0.25 (no unit)
Film thickness = 500 angstrom
Substrate biaxial modulus = 1.250 eV/angstrom^3
Substrate thickness = 5.0e+06 angstrom
Formation temperature T0 = 900 K
Final temperature T1 = 300 K
Initial mismatch strain e0 = -0.00120 (no unit)
Film expansion at T1 = 1.20e-05 1/K
Film expansion at T0 = 1.44e-05 1/K
Substrate expansion at T1 = 3.00e-06 1/K
Substrate expansion at T0 = 4.20e-06 1/K
Mean film expansion = 1.320e-05 1/K
Mean substrate expansion = 3.600e-06 1/K
Mean expansion difference = 9.600e-06 1/K
Temperature drop T0-T1 = 600 K
Thermal strain = +0.00576 (no unit)
Final elastic strain, linear = +0.00456 (no unit)
Final strain from lengths = +0.0045697 (no unit)
Second-order strain term = +9.68e-06 (no unit)
Film biaxial modulus M = 1.2000 eV/angstrom^3
Stress at T0 = -0.001440 eV/angstrom^3
Thermal stress part = +0.006912 eV/angstrom^3
Final stress = +0.005472 eV/angstrom^3
Final stress converted = +0.877 GPa
Conversion: 1 eV/angstrom^3 = 160.2177 GPa
Stress without 1-nu = +0.004104 eV/angstrom^3
Shortfall without 1-nu = 25.0 %
Thickness strain = -0.00304 (no unit)
Elastic energy per area = 0.01248 eV/angstrom^2
Expansion difference at T0 = 1.020e-05 1/K
Slope of expansion difference = 2.00e-09 1/K^2
Cooling to zero stress = 119.0 K
Zero-stress temperature, linear = 781.0 K
Zero-stress temperature, lengths = 780.9 K
Substrate loss, estimate = 3.840e-04 (fraction)
Substrate loss, bilayer = 3.839e-04 (fraction)
```
